# The Child–Langmuir limit for planar extraction of ions starting at rest

A calculation of an implanter beam, or of the time needed to deliver a dose, must first settle whether the extracted current is an input or a result. If the source supplies few ions, its supply fixes the current, and with a fixed source plane a higher extraction voltage makes the ions faster without adding current. If the supply is ample, the charge of the ions already in the gap holds back those still to come, and voltage, gap and ion mass fix the current. The choice between the two needs the greatest current density that the gap can carry.

Take two parallel plane electrodes a distance $d$ apart. Ions of positive charge $q$ and mass $M$ leave the source plane $x=0$ at rest and travel to the extraction electrode at $x=d$, which lies lower in potential by a voltage $V$. The flow is steady, planar, collisionless and non-relativistic, with one ion species and no electrons in the gap. The algebra is in atomic units, where $4\pi\varepsilon_0=1$ and Poisson's equation reads $\phi''=-4\pi\rho$, with primes for derivatives with respect to $x$. It is convenient to use the potential drop

$$u(x)=\phi(0)-\phi(x),\qquad u(0)=0,\qquad u(d)=V .$$

The field along $+x$ is $-\phi'=u'$, so a positive $u'$ accelerates the ions. Since $u''=-\phi''$, Poisson's equation becomes $u''=4\pi\rho$.

An ion that started at rest has gained the energy $qu$, so its speed is

$$v=\sqrt{\frac{2qu}{M}} .$$

In steady flow no charge accumulates between two planes, so the current density $J=\rho v$ is the same at every $x$. Hence $\rho=J/v$: the ions are crowded where they are slow. Putting this into Poisson's equation gives

$$u''=\frac{4\pi J}{v}=K\,u^{-1/2},\qquad K=4\pi J\sqrt{\frac{M}{2q}} .$$

The constant $K$ is the current density in scaled form. Multiply both sides by $2u'$. The left side is then the derivative of $u'^2$, and the right side, $2Ku^{-1/2}u'$, is the derivative of $4K\sqrt u$. Integrating from the source, where $u=0$ and the field is $F_0$, gives

$$u'^2=F_0^2+4K\sqrt u .$$

The sign of $F_0$ matters. An ion at rest cannot leave against a retarding field, so a flow of such ions requires $F_0\ge 0$. Because $u''>0$, the field then grows across the gap, $u$ rises steadily, and $u$ can replace $x$ as the variable. From $dx=du/u'$,

$$d=\int_0^V\frac{du}{\sqrt{F_0^2+4K\sqrt u}} .$$

This condition ties $K$ to $F_0$ when $V$ and $d$ are held fixed. The integral falls if $F_0$ rises, and it also falls if $K$ rises. To keep the value $d$, a larger $F_0$ must therefore go with a smaller $K$. The greatest current belongs to the smallest permitted source field, $F_0=0$. The vanishing field is thus a consequence of seeking the maximum, and the current found from it is an upper limit.

With $F_0=0$ the square root is $2\sqrt K\,u^{1/4}$, and the integral converges at $u=0$:

$$d=\frac{1}{2\sqrt K}\int_0^V u^{-1/4}\,du=\frac{1}{2\sqrt K}\cdot\frac43V^{3/4}=\frac{2V^{3/4}}{3\sqrt K} .$$

Squaring gives $K=\tfrac49V^{3/2}/d^2$. Since $J=(K/4\pi)\sqrt{2q/M}$,

$$\boxed{J_{\rm CL}=\frac{1}{9\pi}\sqrt{\frac{2q}{M}}\;\frac{V^{3/2}}{d^2}}$$

In SI units $4\pi$ in Poisson's equation is replaced by $1/\varepsilon_0$, so the prefactor $1/9\pi$ becomes $4\varepsilon_0/9$. This is the Child–Langmuir limit.

The powers can be read physically. At the limit, the charge per unit area in the gap is proportional to $V/d$, because it has to screen the source from the applied field. The time in which this charge is replaced is proportional to $d/\sqrt V$. Their quotient is proportional to $V^{3/2}/d^2$.

The potential follows from integrating only as far as $x$, which gives $x=2u^{3/4}/(3\sqrt K)$. Dividing by the same relation at $x=d$,

$$u=V\left(\frac xd\right)^{4/3},\qquad u'=\frac{4V}{3d}\left(\frac xd\right)^{1/3} .$$

The field is zero at the source and $4V/3d$ at the extraction electrode, one third above the value $V/d$ of an empty gap. The density varies as $u^{-1/2}$, that is as $x^{-2/3}$. It diverges at the source, but the charge per unit area stays finite.

Following a single ion gives the same law by another road, and also the current below the limit. Along the ion's path the field changes at the rate

$$\frac{du'}{dt}=u''v=4\pi\rho v=4\pi J ,$$

which is constant. After a time $t$ the field on the ion is $F_0+4\pi Jt$. Integrating the acceleration once and twice, up to the transit time $T$, gives the exit speed $v_d$ and the gap:

$$v_d=\frac qM\left(F_0T+2\pi JT^2\right),\qquad d=\frac qM\left(\frac{F_0T^2}{2}+\frac{2\pi JT^3}{3}\right).$$

For $F_0=0$ their ratio gives $T=3d/v_d$. The first equation then gives $J=Mv_d/(2\pi qT^2)=Mv_d^3/(18\pi qd^2)$. With $v_d^2=2qV/M$ this is $J=Vv_d/(9\pi d^2)$, which is $J_{\rm CL}$ again.

For $F_0>0$, multiply the first equation by $T$ and subtract it from three times the second. The terms in $J$ cancel, and

$$3d=v_dT+\frac{q}{2M}F_0T^2 .$$

Measure the transit time in units of its value at the limit, $\tau=Tv_d/3d$, and define $g=3F_0d/2V$. Dividing by $3d$ and using $v_d^2=2qV/M$ turns this relation into $1=\tau+g\tau^2/2$. The equation for $v_d$, solved for $J$ and divided by $J_{\rm CL}$, becomes

$$\frac{J}{J_{\rm CL}}=\frac{1-g\tau}{\tau^2},\qquad \tau=\frac{\sqrt{1+2g}-1}{g} .$$

For small $g$, $\tau\approx1-g/2+g^2/2$. The terms linear in $g$ then cancel, leaving $J/J_{\rm CL}\approx1-\tfrac34g^2$. The current is therefore insensitive to a small field left at the source. Solving the gap condition numerically gives $J/J_{\rm CL}=0.9846$ for a source field of $0.10\,V/d$, and $0.6976$ for $0.50\,V/d$; the closed form reproduces both. When the supply is below the limit, these relations run the other way: the supply sets $J$, and the source field adjusts to it.

The derivation assumed steady flow. A simulation without that assumption followed thin charged sheets under their mutual fields, starting from an empty gap and releasing a new sheet whenever the source field allowed it. Four cases were run, with $(V,d,M)$ equal to $(1,1,1)$, $(2,1,1)$, $(1,2,1)$ and $(1,1,4)$ in atomic units and $q=1$. After the start-up period the mean current agreed with the formula to within 0.1% in every case; counting whole sheets limits the resolution to between 0.01% and 0.09%, depending on the case. The powers of $V$, $d$ and $M$ came out as 1.500, −1.999 and −0.500.

As an example, take singly charged arsenic, with its mass rounded to 75 u, extracted at 30 kV across 10 mm through a slit of 5 mm by 40 mm. The exit speed is $v_d=\sqrt{2qV/M}=277.8$ km/s. In SI units the limit can be written with this speed as

$$J_{\rm CL}=\frac{4\varepsilon_0}{9}\,\frac{V}{d^2}\,v_d .$$

Here $V/d^2=3.0\times10^8\ \mathrm{V/m^2}$ and $v_d=2.778\times10^5$ m/s. Inserting the vacuum permittivity gives $J_{\rm CL}=32.8\ \mathrm{mA/cm^2}$, or $1.387\times10^{-16}$ atomic units. The slit has an area of 2 cm², so the planar limit for the whole slit is 65.6 mA.

The transit time is $3d/v_d=30\ \mathrm{mm}/(277.8\ \mathrm{km/s})=108$ ns. Halfway across, the potential has dropped by $30\times2^{-4/3}=11.9$ kV, less than the 15 kV of an empty gap, because the field is weak near the source. At the extraction electrode the ion density is $7.4\times10^9\ \mathrm{cm^{-3}}$, and the field is $\tfrac43\times30\ \mathrm{kV}/10\ \mathrm{mm}=0.040$ MV/cm.

With the gap held at 10 mm, doubling the voltage to 60 kV multiplies the limit by $2^{3/2}$, to 92.8 mA/cm², and halving it to 15 kV lowers the limit to 11.6 mA/cm². With the voltage held at 30 kV, doubling the gap to 20 mm divides the limit by four, to 8.2 mA/cm². With the source plane held fixed, a source that can supply 20 mA/cm² would thus be limited by its supply at 30 kV and 10 mm, but by space charge at 15 kV or at 20 mm.

The planar assumption needs a closer look here, because the slit is only half as wide as the gap is long. Between flat electrodes, a strip of charge of width $w$ screens the source at its centre less than a full plane of charge does. The difference can be estimated by keeping straight paths and the planar density profile. For a thin charged layer at height $x$, the electrodes are replaced by image layers of the same sign at $x+2kd$ and of opposite sign at $-x+2kd$, with $k$ any integer. A strip seen from its midline at distance $h$ gives a field proportional to the angle it subtends, $2\arctan(w/2h)$. Adding all layers, and dividing by the field $4\pi\sigma$ of a surface charge density $\sigma$ that is screened completely by the source plane, gives the share

$$S(x)=\frac2\pi\sum_k\arctan\frac{w}{2(x+2kd)} .$$

Each arctangent is the phase of $1+iw/[2(x+2kd)]$. The sum is therefore the phase of the product of these factors, which the product formula for the sine turns into $\sin[\pi(x+iw/2)/2d]/\sin(\pi x/2d)$. Separating real and imaginary parts,

$$S(x)=\frac2\pi\arctan\frac{\tanh(\pi w/4d)}{\tan(\pi x/2d)} .$$

For a very wide strip the hyperbolic tangent tends to one and $S\to1-x/d$, the planar value. With density proportional to $x^{-2/3}$, the substitution $x=ds^3$ gives equal charge to equal steps of $s$. The planar average of $1-s^3$ is $\tfrac34$. To bring the field at the strip's centre to zero, the charge, and with it the current at unchanged speeds, must rise by the factor

$$\frac{3/4}{\int_0^1S(ds^3)\,ds}=1.22$$

for $w/d=0.5$. At unchanged speeds, flat electrodes thus raise the limit by about a fifth. The speeds, however, rise too. Near the source, where the field starts from zero, $u$ is proportional to $K^{2/3}x^{4/3}$, so the density $J/v$ grows only as $J^{2/3}$. A density 1.22 times as large there goes with a current about $1.22^{3/2}\approx1.35$ times as large. The factor 1.22 is therefore likely to be too low, and it serves only to show that the correction is not small. The real beam also spreads, and its density is not uniform across the slit.

Shaped electrodes can restore the planar flow for a long slit. Let $y$ be the distance outward from the beam edge. Outside the beam there is no charge, and

$$u=V\,\mathrm{Re}\left(\frac{x+iy}{d}\right)^{4/3}$$

satisfies Laplace's equation. At $y=0$ it equals the planar profile, and its derivative with respect to $y$ vanishes, so the edge ions feel no sideways force. In polar form $u$ is proportional to $\cos(4\theta/3)$, with $\theta$ measured from the beam edge. It is zero where $4\theta/3=90^\circ$, so the source electrode must leave the beam edge at $\theta=67.5^\circ$. The extraction electrode must likewise follow the surface $u=V$. These are Pierce electrodes; with them the planar limit applies to the strip, within the other assumptions, if the extraction electrode is treated as a closed surface that the ions can cross. A real opening for the beam weakens the field near it and lowers the limit somewhat.

The second assumption to examine is the start at rest. Ions drawn from a plasma enter with some energy $qu_0$, and can then cross a small potential barrier in front of the source. Let $s=\sqrt{u+u_0}$, with end values $s_0=\sqrt{u_0}$ and $s_1=\sqrt{V+u_0}$, and let $s_m$ be its value at the top of the barrier, where the field vanishes. The first integral becomes $u'^2=4K(s-s_m)$. As $du=2s\,ds$, the distance from the barrier to a plane with value $s$ is

$$\frac1{\sqrt K}\int_{s_m}^{s}\frac{r\,dr}{\sqrt{r-s_m}}=\frac{2}{3\sqrt K}\sqrt{s-s_m}\,(s+2s_m).$$

The gap is the sum of the distances to the two electrodes. Write $a=\sqrt{s_0-s_m}$ and $b=\sqrt{s_1-s_m}$. The derivative of $\sqrt K\,d$ with respect to $s_m$ is

$$\left(a-\frac{s_m}{a}\right)+\left(b-\frac{s_m}{b}\right)=(a+b)\left(1-\frac{s_m}{ab}\right).$$

It is positive at $s_m=0$ and negative as $s_m\to s_0$, so $\sqrt K\,d$ has its maximum where $s_m=ab$. Squaring gives $s_m^2=(s_0-s_m)(s_1-s_m)$, hence $s_m=s_0s_1/(s_0+s_1)$. Then $a=s_0/\sqrt{s_0+s_1}$ and $b=s_1/\sqrt{s_0+s_1}$, and the sum reduces to $\sqrt K\,d=\tfrac23(s_0+s_1)^{3/2}$. Without a barrier, $\sqrt K\,d=\int_{s_0}^{s_1}s\,ds/\sqrt{s-s_m}$ with $s_m\le s_0$. This grows with $s_m$ and so stays below the maximum just found. For steady, fully transmitted flow of ions with a single entry energy, the upper bound is therefore

$$\frac{J_{\max}}{J_{\rm CL}}=\frac{\left(\sqrt{V+u_0}+\sqrt{u_0}\right)^3}{V^{3/2}}\approx1+3\sqrt{\frac{u_0}{V}} .$$

For $u_0\to0$ it returns to one. A rough entry energy of 2.5 eV raises the bound by 2.8% at 30 kV. The energy enters through a square root, so the effect is much larger than the ratio of the energies suggests. The bound assumes that the gap holds no electrons. Next to a plasma, some electrons reach into the gap and cancel part of the ion charge there, which can carry the current above this bound.

Ions striking the extraction electrode can also release electrons, which run back to the source and cancel part of the ion charge. If they start at rest, their speed is $\sqrt{2(V-u)/m_e}$, and for singly charged ions Poisson's equation becomes

$$u''=K\left[u^{-1/2}-\alpha(V-u)^{-1/2}\right],\qquad \alpha=\frac{J_e}{J}\sqrt{\frac{m_e}{M}},$$

where $J_e$ is the size of the electron current density. Integrating as before with zero source field gives $u'^2=4K[\sqrt u-\alpha(\sqrt V-\sqrt{V-u})]$. Even for $J_e=J$, the resulting gap condition raises the ion limit by only 0.1%, because the light electrons cross quickly and contribute little charge.

The example's values lie in the rough range of a high-current implanter source, with tens of kilovolts, a gap of about a centimetre and tens of milliamperes. Its electrode field at 30 kV is 0.4 of a rough breakdown field of 0.1 MV/cm, though edges and surface condition can reduce that margin. At 60 kV across the same gap the ratio would already be 0.8. At a rough pressure of $10^{-5}$ Torr and 300 K, with a charge-exchange cross-section of about $10^{-15}\ \mathrm{cm^2}$, an ion has a probability of $3\times10^{-4}$ of colliding in the gap. The relativistic parameter $qV/Mc^2$ is $4\times10^{-7}$. Among the corrections sized here for a fixed gap, the finite slit moves the number most, by about 22% with flat electrodes when the rise in ion speed is left out and by about 35% when it is included, both for straight ion paths. The source's magnetic field, the mixture of ion species and the opening in the extraction electrode are left out, and so is the curvature of the plasma boundary that takes the place of a fixed source plane. That boundary also moves: in a plasma source it tends to settle where the space-charge limit of the actual gap matches the current density that the plasma supplies. In the planar estimate, a supply of 20 mA/cm² at 30 kV corresponds to a gap of $10\sqrt{32.8/20}=12.8$ mm, so the gap is then partly a result and not a free input. Since $J_{\rm CL}\propto d^{-2}$, a small relative change in the effective gap changes the limit by twice as much in the opposite sense, so the gap to use is the distance from the plasma boundary and not from the metal of the slit. The values behind these comparisons are in the numerical output below.

## Computed values

```
SHEET SIMULATION
V,d,M = (1.0, 1.0, 1.0) a.u.: simulated J / formula = 1.0000
V,d,M = (2.0, 1.0, 1.0) a.u.: simulated J / formula = 1.0001
V,d,M = (1.0, 2.0, 1.0) a.u.: simulated J / formula = 1.0004
V,d,M = (1.0, 1.0, 4.0) a.u.: simulated J / formula = 1.0000
simulated power of V: 1.500
simulated power of d: -1.999
simulated power of M: -0.500
CURRENT WITH A POSITIVE SOURCE FIELD F0
F0/(V/d) = 0.00: J/J_CL = 1.0000
F0/(V/d) = 0.10: J/J_CL = 0.9846
F0/(V/d) = 0.25: J/J_CL = 0.9134
F0/(V/d) = 0.50: J/J_CL = 0.6976
F0/(V/d) = 0.75: J/J_CL = 0.3873
F0/(V/d) = 0.90: J/J_CL = 0.1634
EXAMPLE: As+ EXTRACTION
ion mass (rounded): 75 u
voltage: 30 kV
gap: 10 mm
slit: 5 mm x 40 mm
limit J: 32.80 mA/cm2
limit J in atomic units: 1.3867e-16 a.u.
planar slit current: 65.6 mA
J at 15 kV, 10 mm: 11.60 mA/cm2
J at 60 kV, 10 mm: 92.77 mA/cm2
J at 30 kV, 20 mm: 8.20 mA/cm2
drop at mid-gap: 11.91 kV
exit speed: 277.8 km/s
transit time: 108.0 ns
ion density at exit: 7.368e+09 cm^-3
field at extraction electrode: 0.0400 MV/cm
NEGLECTED EFFECTS
finite slit, flat electrodes: J factor 1.223
Pierce electrode angle from beam edge: 67.50 deg
entry energy (rough input): 2.5 eV
entry energy: upper-bound J factor 1.0278
electron/ion current ratio (input): 1.0
returning electrons: J factor 1.00102
breakdown field (rough input): 0.1 MV/cm
electrode field / breakdown field: 0.40
gas (rough input): 1e-05 Torr at 300 K
charge-exchange cross-section (rough): 1e-15 cm2
collision probability in gap: 3.22e-04
qV/(M c^2): 4.29e-07
```
